# Why a bubbler's precursor delivery stays finite near the vapour pressure

A bubbler sized with the saturated-gas formula can be wrong by a large factor when its pressure is close to the vapour pressure of the precursor. For a liquid with a vapour pressure of 12 Torr, a carrier flow of 20 sccm and a pressure of 12.1 Torr, the formula promises 2400 sccm of precursor. At 12 Torr it has no finite answer. The model below, with rough values for a diethylzinc vessel and the pressure held at the far end of its delivery line, gives about 60 sccm in both cases.

## Where the divergence comes from

Let \(F_c\) be the carrier flow and \(F\) the precursor flow, both counted as molecules per time. The headspace is stirred, the gases are ideal and the flow is steady. The gas leaving the headspace has the headspace composition, so the partial pressure \(p\) of the precursor and the total pressure \(P\) obey

\[
\frac{p}{P}=\frac{F}{F+F_c}. \tag{1}
\]

If the gas is saturated at the wall temperature \(T_0\), then \(p=P_v\), the vapour pressure at \(T_0\). Multiplying out gives \(P_v(F+F_c)=PF\), and therefore

\[
F=\frac{F_cP_v}{P-P_v}. \tag{2}
\]

As \(P\to P_v\), the carrier's share of the pressure, \(P-P_v\), vanishes. The fixed carrier flow can then leave only in an infinite total flow. Equation (2) allows this because it assumes that the liquid stays at \(T_0\) under any load, that evaporation is infinitely fast, and that \(P\) can be set whatever the flow. Each assumption fails at a finite rate.

## Three resistances

The formulas hold in any consistent units, including atomic units, with Boltzmann's constant \(k\) written out.

**Kinetics.** For molecules of mass \(m\) at temperature \(T\), the mean of the positive part of one velocity component is \(\sqrt{kT/2\pi m}\). Multiplying by the density \(p/kT\) gives the rate of impact per area, \(p/\sqrt{2\pi mkT}\). A fraction \(\alpha\) of the impacts condenses. At equilibrium, evaporation balances condensation, so the net flow from area \(A\) is

\[
F=\frac{\alpha A\,(P_v-p)}{\sqrt{2\pi mkT}},\qquad
R_{\rm kin}=\frac{P_v-p}{F}=\frac{\sqrt{2\pi mkT}}{\alpha A}.
\]

The small temperature change in the square root is neglected, so \(T=T_0\) there.

**Heat.** Each molecule takes the latent heat \(L\) from the liquid, and the wall returns heat through a thermal conductance \(G\). In steady flow \(LF=G(T_0-T)\), so the liquid is colder than the wall by \(LF/G\). With constant \(L\), the vapour curve is

\[
P_v(T)=P_v\exp\!\left[-\frac{L}{k}\left(\frac1T-\frac1{T_0}\right)\right],
\]

where \(P_v\) without an argument means the value at \(T_0\). Its slope at \(T_0\) is \(P_vL/(kT_0^2)\). To first order, the loss of vapour pressure is this slope times the cooling:

\[
P_v-P_v(T)\simeq R_{\rm heat}F,\qquad
R_{\rm heat}=\frac{P_vL^2}{GkT_0^2}.
\]

**Line.** The pressure is now held at \(P_d\) at the far end of a delivery tube of radius \(a\) and length \(\ell\). For laminar flow of viscosity \(\eta\) under a pressure gradient \(g=-dP/dx\), the force balance on a cylinder of gas of radius \(r\) gives \(-\eta\,du/dr=gr/2\). With zero velocity at the wall, \(u=g(a^2-r^2)/(4\eta)\), and integration over the cross-section gives the volume flow \(\pi a^4g/(8\eta)\). Multiplying by the density \(P/kT_0\) and integrating \(-P\,dP/dx\) along the tube gives

\[
F+F_c=B(P^2-P_d^2),\qquad B=\frac{\pi a^4}{16\eta\ell kT_0}. \tag{3}
\]

For a small drop, \(P^2-P_d^2\simeq2P_d(P-P_d)\), so

\[
P\simeq P_d+R_{\rm line}(F+F_c),\qquad R_{\rm line}=\frac1{2BP_d}.
\]

## Why the resistances add

The first two effects lower the precursor pressure to \(p=P_v-(R_{\rm heat}+R_{\rm kin})F\). The line raises \(P\). Putting the raised \(P\) into equation (1) gives

\[
p=\frac{F}{F+F_c}\left[P_d+R_{\rm line}(F+F_c)\right]
=\frac{P_dF}{F+F_c}+R_{\rm line}F.
\]

The total flow cancels in the last term, so the line enters in the same form as the other two. Equating the two expressions for \(p\),

\[
RF=P_v-\frac{P_dF}{F+F_c},\qquad
R=R_{\rm heat}+R_{\rm kin}+R_{\rm line}. \tag{4}
\]

Multiplying by \(F+F_c\) and collecting powers of \(F\),

\[
RF^2+(P_d-P_v+RF_c)F-P_vF_c=0.
\]

For \(R>0\) and \(F_c>0\) the product of the two roots, \(-P_vF_c/R\), is negative. Exactly one root is therefore positive:

\[
F=\frac{-(P_d-P_v+RF_c)+\sqrt{(P_d-P_v+RF_c)^2+4RP_vF_c}}{2R}. \tag{5}
\]

It is finite for every \(P_d>0\), and one non-zero resistance is enough to make it so.

The mechanisms still differ. Cooling and kinetics pull \(p\) below \(P_v\), while the line keeps \(P\) above \(P_d\). If a controller holds the headspace pressure itself, the line gives no protection: \(P_d\) is replaced by \(P\) and \(R_{\rm line}\) drops out.

Equation (5) is also a lower bound to the model with the full vapour curve and equation (3). The vapour curve is convex where \(L>2kT\), which holds here, so the true loss by cooling is smaller than its linear estimate. The true line drop is smaller too, because \(\sqrt{P_d^2+Q/B}\le P_d+Q/(2BP_d)\) for any total flow \(Q\). At the flow given by (5), the liquid can thus supply at least the pressure that the outflow requires. Supply falls and demand rises with \(F\), so the two balance at an equal or larger flow.

## Limits

**At the vapour pressure.** With \(P_d=P_v\), the quadratic becomes

\[
F(F+F_c)=\frac{P_vF_c}{R}. \tag{6}
\]

When \(F\gg F_c\), \(F\simeq\sqrt{P_vF_c/R}\). The infinity is replaced by a square root: in this limit four times the carrier gives twice the precursor. In the example below, going from 20 to 80 sccm gives a factor of only 1.7 by (6).

**Well above it.** Write \(\Delta=P_d-P_v\) and \(F_0=F_cP_v/\Delta\), the saturated value. The quadratic can be arranged as \(F[\Delta+R(F+F_c)]=P_vF_c\). In the small term, \(F+F_c\) may be replaced by \(F_0+F_c=F_cP_d/\Delta\), which gives

\[
F\simeq F_0\left(1-\frac{RF_cP_d}{\Delta^2}\right). \tag{7}
\]

The saturated formula is good when the last term is small. Being above \(P_v\) is not sufficient.

**Below it, without carrier.** With \(F_c=0\) and \(P_d<P_v\), the non-zero root is \(F=(P_v-P_d)/R\). The vessel is then a vapour source driven by a pressure difference.

## How large: a diethylzinc vessel

The liquid has roughly the properties of diethylzinc near room temperature: \(P_v=12\) Torr at 293 K and \(L=0.40\) eV. The vessel is a choice: 20 cm² of liquid surface, \(\alpha=0.1\), \(G=0.5\) W/K, and a line 1 m long with a radius of 2 mm. The carrier is 20 sccm of nitrogen. The molecular mass is 123.5 u, and the gas in the line is given a fixed viscosity of \(1.0\times10^{-5}\) Pa s, a rough value for the mixture (pure nitrogen has about \(1.8\times10^{-5}\)). A viscosity estimated from the composition raises the nonlinear delivery by about 1 sccm at \(P_d=12\) Torr and 8 sccm at 6 Torr.

Evaporation takes 0.0287 W per sccm, so the cooling is \(0.0287/0.5=0.0574\) K per sccm. The vapour curve falls by 0.649 Torr/K, hence \(R_{\rm heat}=0.649\times0.0574=0.0372\) Torr/sccm. The others are \(R_{\rm kin}=0.0012\) and, at \(P_d=12\) Torr, \(R_{\rm line}=0.0135\). The sum is \(R=0.0520\) Torr/sccm, of which heat supply makes up 72%.

At \(P_d=P_v\), equation (6) has the right-hand side \(12\times20/0.05197=4618\) sccm², so

\[
F=-10+\sqrt{100+4618}=58.7\ \text{sccm}.
\]

The nonlinear model gives 61.1 sccm, or \(2.7\times10^{19}\) molecules per second. Delivery in sccm at other line-end pressures is:

| \(P_d\) (Torr) | Saturated | Eq. (5) | Nonlinear |
|---:|---:|---:|---:|
| 50 | 6.3 | 6.1 | 6.1 |
| 20 | 30 | 23.9 | 24.0 |
| 15 | 80 | 40 | 41 |
| 12 | none | 59 | 61 |
| 6 | none | 106 | 126 |

Below 12 Torr equation (2) gives a negative flow, which means that no steady saturated state exists; the table and the output list no value there. In the model, nothing abrupt happens at 12 Torr. The square root in (5) spreads the transition over about \(2\sqrt{RP_vF_c}=7\) Torr. Below about 4.6 Torr equation (5) turns down and tends to zero, because \(R_{\rm line}\) grows as \(1/P_d\). This is an artefact of the linearisation, and the nonlinear delivery keeps rising. At 6 Torr, equation (5) is already 16% below the nonlinear value because the drops are no longer small. The headspace is then at about 9 Torr, below the vapour pressure of liquid at the wall temperature, so a real vessel could boil near the wall. The model, with a single liquid temperature, leaves this out.

In the nonlinear model at \(P_d=12\) Torr, the liquid cools by 3.5 K and its vapour pressure falls to 9.9 Torr. Kinetics takes another 0.07 Torr. The line raises the headspace to 13.05 Torr, above the vapour pressure of the cooled liquid, so the surface does not boil. A heat flow of only 1.75 W sustains this state.

With one cause acting alone at the same \(P_d\), delivery would be 75 sccm for heat, 129 for the line and 435 for kinetics. Any one removes the infinity, but here heat supply sets most of the limit. With the headspace itself held at 12 Torr, heat and kinetics together give 73.5 sccm.

## What the model leaves out

Gas diffusion is a further obstacle, but it sets no ceiling. Consider a film of thickness \(\delta\) through which precursor moves while the carrier has no net flow. Diffusion must supply the part of \(F\) that bulk motion, \(Fp/P\), does not. With \(s\) running from 0 at the outer edge to 1 at the liquid,

\[
\frac{dp}{ds}=\frac FK(P-p),\qquad K=\frac{DPA}{kT\delta},
\]

where \(D\) is the diffusion coefficient. Integration gives \(P-p_{\rm surface}=(P-p)e^{-F/K}\), and equation (1) gives \(P-p=PF_c/(F+F_c)\). If \(p_{\rm surface}=P_v\), then

\[
P-P_v=\frac{PF_c}{F+F_c}\,e^{-F/K}.
\]

Every finite \(F\), however large, corresponds to some \(P\) above \(P_v\). Diffusion alone therefore leaves a divergence, though only a logarithmic one. In the example, a 1 mm film with a rough \(DP\) of 60 Torr cm²/s lowers delivery from 61.1 to 58.5 sccm. The thickness is a choice, and it matters: diffusion is fast at 13 Torr, so a film over a quiet surface can be about 1 cm thick, which lowers delivery to 44 sccm.

Real bubblers depart from the example in further ways. The vapour pressure and latent heat are rough values for diethylzinc, while \(G\), \(\alpha\) and the line are not measurements of any vessel. Gas released 3 cm below the surface feels an extra 2.65 Torr for an assumed liquid density of 1.2 g/cm³. If it saturates only there and takes up nothing more on its way out, delivery falls to 42 sccm, 31% below the 61 sccm of the model. If \(\alpha\) is 0.01, delivery is 54 sccm. Valves and fittings add line resistance and lower it further.

Steady flow is the other weak assumption. A 200 cm³ headspace takes about 2.4 s to turn over, so the dose in a pulse of, say, 0.1 s depends on the headspace pressure when the pulse begins. The liquid, with an assumed heat capacity of 150 J/K, returns to the wall temperature with a time constant of \(150/0.5=300\) s when nothing is drawn. During a continuous draw it settles sooner, because evaporation, and with it the heat drawn, falls as the liquid cools. Once the headspace has settled but before the liquid has cooled, the model delivers about 120 sccm (122 with no cooling at all), twice the steady value. This needs a well-mixed liquid. In unstirred liquid, with a conductivity near 0.12 W/(m K), the surface layer cools by several kelvin within seconds and the excess is lost much sooner. A long continuous draw would then fade over minutes. For pulses repeated much faster than 300 s, the cooling of the bulk liquid follows the average flow: an average of 1 sccm cools this liquid by only 0.06 K.

The tube law also has a lower limit in pressure. At \(P_d=6\) Torr the gas leaves the line at about Mach 0.17, and inertia is still a small correction of about 0.2 Torr. At much lower outlet pressures the speed rises and equation (3) should not be used.

## What to do about it

To use equation (2) for dosing, control the headspace pressure and keep the last term of (7) small. This covers only the losses in the model, and the gas must also leave saturated at the headspace pressure. If it saturated only at a depth of 3 cm, the extra 2.65 Torr would by itself lower the dose by 16% at 26 Torr, so a real vessel still needs a calibration. With this vessel, 20 sccm of carrier and the pressure held at the line end, the nonlinear delivery is 10% below the saturated value at \(P_d=26\) Torr, about twice \(P_v\). Holding the headspace itself at that pressure removes \(R_{\rm line}\) and makes the shortfall somewhat smaller. More carrier requires a larger margin. The margin also steadies the dose: differentiating (2) at fixed \(F_c\) and \(P_v\) shows that a 1% rise in \(P\) lowers \(F\) by \(P/(P-P_v)\) per cent, which is 1.9% at 26 Torr. Temperature still needs care there: by (2) and the slope of the vapour curve, 1 K at the wall changes the dose by about 10%.

To obtain more precursor near or below \(P_v\), reduce the largest resistance. Here that means better heat transfer into the liquid; a wider line comes second. More surface area does little only while \(G\) is independent of it and no thick gas film covers the liquid. If \(G\) grows in proportion to the area, doubling the area raises delivery at \(P_v\) from 61 to 78 sccm. Extra carrier still helps at \(P_v\), where equation (6) applies, but it is a weak lever well below \(P_v\). At \(P_d=6\) Torr the nonlinear model delivers 107 sccm with no carrier and 126 sccm with 20 sccm of it. Near or below \(P_v\) the dose also depends strongly on the heat supply and the line, so it should be measured rather than calculated from the carrier flow. The numerical output below lists the remaining values.

## Table of computed values

```
Inputs: T0 293 K, Pv 12.0 Torr, L 0.40 eV, mass 123.5 u, carrier 20 sccm
Vessel: area 20 cm2, alpha 0.10, G 0.50 W/K
Line: radius 2.0 mm, length 1.0 m, viscosity 1.0e-05 Pa s
1 sccm = 4.478e+17 molecules/s
Evaporation heat per flow: 0.0287 W/sccm
Cooling per flow: 0.0574 K/sccm
Vapour-curve slope at T0: 0.649 Torr/K
Line constant B: 3.083 sccm/Torr^2
R_heat: 0.03724 Torr/sccm
R_kin: 0.00121 Torr/sccm
R_line at P_d=Pv: 0.01352 Torr/sccm
R total at P_d=Pv: 0.05197 Torr/sccm
Rounding width 2 sqrt(R Pv Fc): 7.06 Torr
P_d (Torr): saturated, closed, nonlinear delivery (sccm)
  100.0: 2.73, 2.70, 2.70
  50.0: 6.32, 6.14, 6.14
  20.0: 30.00, 23.90, 24.01
  15.0: 80.00, 40.22, 40.92
  12.1: 2400.00, 57.94, 60.24
  12.0: no finite value, 58.69, 61.08
  10.0: no finite value, 75.06, 80.33
  6.0: no finite value, 106.15, 126.08
Nonlinear delivery 10% below saturated at P_d = 26.0 Torr
Nonlinear delivery at P_d=Pv with one cause only:
  heat 75.0 sccm, kinetics 435.0 sccm, line 128.7 sccm
Headspace held at Pv (no line effect): 73.5 sccm
No carrier, P_d=6 Torr: closed 91.6 sccm, nonlinear 107.2 sccm
Budget at P_d=Pv, nonlinear model:
  liquid cooling 3.51 K, heat drawn 1.75 W
  vapour pressure of cooled liquid 9.91 Torr
  kinetic drop 0.074 Torr, line drop 1.050 Torr
  headspace 13.05 Torr, precursor part 9.83 Torr
Neglected effects at P_d=Pv:
  liquid head of 3 cm, density 1.2 g/cm3: 2.65 Torr
  delivery if gas saturates only at that depth: 42.0 sccm
  film: D*P 60 Torr cm2/s, 1 mm, K 883 sccm; delivery 58.5 sccm
  delivery if alpha is 0.01: 54.2 sccm
  thermal transpiration: 0.072 Torr
  line end at 12 Torr: speed 7.3 m/s, Mach 0.045, Reynolds 192
    entrance length 4.6 cm, inertia 0.026 Torr, slip 0.24 %
  line end at 6 Torr: speed 26.3 m/s, Mach 0.169, Reynolds 382
    entrance length 9.2 cm, inertia 0.188 Torr, slip 0.47 %
Headspace turnover (200 cm3): 2.37 s
Liquid thermal time (150 J/K): 300 s
Delivery before the liquid cools: 122.3 sccm
```
